# Self-Scattering for Ballistic Carriers with a Keldysh Ionisation Rate: a numerical check

```python
# RESULT UNDER TEST
# A carrier with known energy E(t) ionises at the Keldysh rate
#   W(E) = P*((E - E_th)/E_th)**2 above E_th, zero below.
# Self-scattering with a trial rate Gamma_j >= W in each time window samples
# first-ionisation times whose survival is S(t) = exp(-integral of W dt).
# Symbols: P rate at twice the threshold; E_th threshold energy; c = force^2/(2 m);
# turn = time of lowest energy; floor = lowest energy; alpha = Kane parameter.
# Internal units: fs, eV, nm. Mass unit: eV fs^2/nm^2.
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid

rng = np.random.default_rng(20240611)
ELECTRON_MASS = const.m_e / const.e * 1e12
HBAR = const.hbar / const.e * 1e15

# Rough typical inputs for a thin germanium avalanche layer
field_MV_cm = 0.2
force = field_MV_cm * 0.1                      # eV/nm
threshold = 0.8                                # eV
prefactor = 0.01                               # 1/fs
mass_long, mass_trans = 1.58, 0.082            # electron masses
kane_alpha = 0.3                               # 1/eV
phonon_path = 10.0                             # nm
temperature = 300.0                            # K
lattice_constant = 0.566                       # nm
direct_gap, tunnel_mass = 0.8, 0.02            # eV, electron masses
carrier_density = 1e16                         # cm^-3
thick_breakdown = 0.1                          # MV/cm
carriers = 200000
horizon = 2000.0                               # fs

mass_ratio = 3 / (1 / mass_long + 2 / mass_trans)
mass = mass_ratio * ELECTRON_MASS
curvature = force**2 / (2 * mass)
threshold_time = np.sqrt(threshold / curvature)
thermal = const.k * temperature / const.e

Flight = namedtuple("Flight", "c turn floor alpha P")
rest = Flight(curvature, 0.0, 0.0, 0.0, prefactor)
hot = rest._replace(turn=np.sqrt(2.4 / curvature), floor=0.1)
kane = rest._replace(alpha=kane_alpha)


def carrier_energy(flight, t):
    gamma = flight.floor + flight.c * (t - flight.turn)**2
    return 2 * gamma / (1 + np.sqrt(1 + 4 * flight.alpha * gamma))


def hazard(flight, t):
    excess = np.maximum(carrier_energy(flight, t) / threshold - 1, 0)
    return flight.P * excess**2


def survival_table(flight, cap=np.inf, points=100001):
    """Survival by direct quadrature of the rate along the flight."""
    t = np.linspace(0, horizon, points)
    rate = np.minimum(hazard(flight, t), cap)
    return t, np.exp(-cumulative_trapezoid(rate, t, initial=0)), rate


def mean_time(flight, points=100001):
    t, alive, _ = survival_table(flight, points=points)
    return trapezoid(alive, t)


def closed_integral(flight, t):
    """Closed form of the integrated rate for a parabolic band."""
    tau = np.sqrt(threshold / flight.c)
    b = 1 - flight.floor / threshold
    edge = np.sqrt(max(b, 0))

    def poly(y):
        return y**5 / 5 - 2 * b * y**3 / 3 + b * b * y

    def active(y):
        return np.sign(y) * (poly(max(abs(y), edge)) - poly(edge))
    return flight.P * tau * (active((t - flight.turn) / tau)
                             - active(-flight.turn / tau))


def self_scatter(flight, window, count, fixed_bound=None):
    """First-ionisation times, trial events and free-flight draws per carrier."""
    first = np.empty(count)
    trials = np.zeros(count)
    draws = np.zeros(count)
    alive = np.arange(count)
    start = 0.0
    while alive.size:
        end = start + window
        bound = fixed_bound
        if bound is None:
            bound = max(hazard(flight, start), hazard(flight, end))
            probe = hazard(flight, np.linspace(start, end, 101))
            assert np.all(probe <= bound * (1 + 1e-12))
        if bound > 0:
            moving, clock = alive, np.full(alive.size, start)
            crossed = []
            while moving.size:
                clock = clock + rng.exponential(1 / bound, moving.size)
                draws[moving] += 1
                inside = clock < end
                crossed.append(moving[~inside])
                moving, clock = moving[inside], clock[inside]
                trials[moving] += 1
                real = rng.random(moving.size) * bound < hazard(flight, clock)
                first[moving[real]] = clock[real]
                moving, clock = moving[~real], clock[~real]
            alive = np.concatenate(crossed)
        start = end
    return first, trials, draws


def scaled_distance(times, table):
    """sqrt(N) times the Kolmogorov distance between sample and table."""
    u = np.sort(1 - np.interp(times, table[0], table[1]))
    n = u.size
    i = np.arange(1, n + 1)
    return np.sqrt(n) * max(np.max(i / n - u), np.max(u - (i - 1) / n))


def deviation(sample, exact):
    """Distance of the sample mean from the exact mean in standard errors."""
    return abs(np.mean(sample) - exact) / (np.std(sample) / np.sqrt(len(sample)))


KS_LIMIT = 2.2     # chance of a false alarm about 1e-4 per comparison
Z_LIMIT = 4.5      # chance of a false alarm about 1e-5 per comparison

# Motion in each anisotropic L valley against the one-mass energy law
x_axis = np.array([1.0, 0.0, 0.0])
start_momentum = np.array([-0.7, 0.4, 0.2])    # eV fs/nm
for signs in [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]:
    axis = np.array(signs) / np.sqrt(3)
    inverse_mass = (np.eye(3) / mass_trans + (1 / mass_long - 1 / mass_trans)
                    * np.outer(axis, axis)) / ELECTRON_MASS

    def tensor_energy(t):
        p = start_momentum + force * t * x_axis
        return 0.5 * p @ inverse_mass @ p
    speed = (inverse_mass @ start_momentum)[0]
    general = rest._replace(turn=-mass * speed / force,
                            floor=tensor_energy(0) - mass * speed**2 / 2)
    for t in (0.0, 17.0, 90.0):
        assert np.isclose(tensor_energy(t), carrier_energy(general, t), rtol=1e-10)
    shift = quad(lambda t: (inverse_mass @ (start_momentum
                                            + force * t * x_axis))[0], 0, 90)[0]
    assert np.isclose(force * shift, tensor_energy(90) - tensor_energy(0))

# Thermal starts: turn is Gaussian, floor is exponential with mean kT
turn_rms = np.sqrt(thermal / (2 * curvature))
p = rng.multivariate_normal(np.zeros(3), thermal * np.linalg.inv(inverse_mass),
                            100000)
speeds = (p @ inverse_mass)[:, 0]
floors = 0.5 * np.sum((p @ inverse_mass) * p, axis=1) - mass * speeds**2 / 2
assert deviation(floors, thermal) < Z_LIMIT
assert deviation((floors > thermal).astype(float), np.exp(-1)) < Z_LIMIT
assert deviation((mass * speeds / force)**2, turn_rms**2) < Z_LIMIT

# Closed integral against adaptive quadrature
for flight in (rest, hot, rest._replace(floor=1.0, turn=30.0)):
    for t in (20.0, 70.0, 110.0, 210.0):
        direct = quad(lambda u: hazard(flight, u), 0, t, limit=300)[0]
        assert np.isclose(closed_integral(flight, t), direct, rtol=1e-6, atol=1e-9)
s = 100.0 / threshold_time
assert np.isclose(prefactor * threshold_time * (s**5/5 - 2*s**3/3 + s - 8/15),
                  quad(lambda u: hazard(rest, u), 0, 100, limit=300)[0], rtol=1e-6)

# Sampled times against the survival integral
samples, distances = {}, {}
for name, flight in (("rest", rest), ("hot", hot), ("Kane", kane)):
    samples[name] = self_scatter(flight, 20.0, carriers)[0]
    distances[name] = scaled_distance(samples[name], survival_table(flight))
    assert distances[name] < KS_LIMIT
times = samples["rest"]
t, alive, rate = survival_table(rest)
exact_mean = trapezoid(alive, t)
exact_energy = trapezoid(carrier_energy(rest, t) * rate * alive, t)
exact_median = np.interp(0.5, 1 - alive, t)
assert deviation(times, exact_mean) < Z_LIMIT
assert deviation(carrier_energy(rest, times), exact_energy) < Z_LIMIT
grid_shift = abs(mean_time(rest, 50001) - exact_mean)
assert grid_shift < 1e-3

print("INPUTS (rough typical values, germanium regime)")
print(f"field {field_MV_cm:.2f} MV/cm; threshold {threshold:.2f} eV")
print(f"rate at twice threshold {prefactor*1e15:.1e} 1/s")
print(f"masses long/trans {mass_long:.2f} / {mass_trans:.3f} m_e")
print(f"mass along [100] field {mass_ratio:.4f} m_e")
print(f"temperature {temperature:.0f} K; carriers sampled {carriers}")
print("START FROM REST, window 20 fs")
print(f"energy coefficient c {curvature:.4e} eV/fs^2")
print(f"time to threshold {threshold_time:.2f} fs")
print(f"distance to threshold {threshold/force:.1f} nm")
print(f"P times threshold time {prefactor*threshold_time:.4f}")
for moment in (60.0, 80.0, 100.0, 120.0, 140.0):
    exact = np.exp(-closed_integral(rest, moment))
    sampled = np.mean(times > moment)
    error = np.sqrt(exact * (1 - exact) / carriers)
    assert abs(sampled - exact) < Z_LIMIT * error
    print(f"S({moment:.0f} fs) sampled {sampled:.5f} exact {exact:.5f}"
          f" std.err {error:.5f}")
print(f"median time sampled {np.median(times):.2f} exact {exact_median:.2f} fs")
print(f"mean time sampled {times.mean():.3f} exact {exact_mean:.3f} fs")
print(f"std. error of sampled mean {times.std()/np.sqrt(carriers):.3f} fs")
print(f"mean energy sampled {carrier_energy(rest, times).mean():.4f}"
      f" exact {exact_energy:.4f} eV")
print(f"shift of exact mean on halved grid {grid_shift:.1e} fs")
print("sqrt(N)*Kolmogorov distance (limit %.1f):" % KS_LIMIT)
print("  " + ", ".join(f"{k} {v:.3f}" for k, v in distances.items()))

# Hot start against the force: ionisation pauses near the turning point
half_gap = np.sqrt((threshold - hot.floor) / curvature)
early_exact = 1 - np.exp(-closed_integral(hot, hot.turn))
early = (samples["hot"] < hot.turn).astype(float)
assert deviation(early, early_exact) < Z_LIMIT
print("HOT START AGAINST THE FORCE")
print(f"start energy {carrier_energy(hot, 0.0):.2f} eV, lowest {hot.floor:.2f} eV")
print(f"no ionisation from {hot.turn-half_gap:.1f} to {hot.turn+half_gap:.1f} fs")
print(f"ionised before turning: sampled {early.mean():.4f} exact {early_exact:.4f}")

# Cost of the method against its integral formula
print("COST PER CARRIER FROM REST (sampled / predicted)")
area = cumulative_trapezoid(alive, t, initial=0)
for window in (2.0, 5.0, 10.0, 20.0, 40.0, 80.0):
    first, trials, draws = self_scatter(rest, window, 50000)
    assert scaled_distance(first, (t, alive)) < KS_LIMIT
    edges = np.arange(0, horizon + window / 2, window)
    bounds = np.maximum(hazard(rest, edges[:-1]), hazard(rest, edges[1:]))
    trial_law = np.sum(bounds * np.diff(np.interp(edges, t, area)))
    draw_law = trial_law + np.sum(np.interp(edges[1:], t, alive)[bounds > 0])
    assert deviation(trials, trial_law) < Z_LIMIT
    assert deviation(draws, draw_law) < Z_LIMIT
    print(f"window {window:.0f} fs: trials {trials.mean():.3f}/{trial_law:.3f}"
          f" draws {draws.mean():.3f}/{draw_law:.3f}")

# A trial rate that is too small samples min(W, Gamma)
low = self_scatter(rest, 20.0, carriers, fixed_bound=prefactor)[0]
low_table = survival_table(rest, cap=prefactor)
low_right = scaled_distance(low, low_table)
low_wrong = scaled_distance(low, (t, alive))
low_mean = trapezoid(low_table[1], t)
assert low_right < KS_LIMIT and low_wrong > 10
assert deviation(low, low_mean) < Z_LIMIT
print("TRIAL RATE TOO SMALL (constant, equal to P)")
print(f"mean time sampled {low.mean():.2f} fs, capped-rate law {low_mean:.2f} fs")
print(f"scaled distance: capped law {low_right:.3f}, true law {low_wrong:.1f}")

# Size of neglected effects
weight = np.exp(-carrier_energy(rest, t) / (force * phonon_path))
free_fraction = trapezoid(weight * rate * alive, t)
free_sample = np.exp(-carrier_energy(rest, times) / (force * phonon_path))
assert deviation(free_sample, free_fraction) < Z_LIMIT
heavy_time = threshold_time * np.sqrt(mass_long / mass_ratio)
heavy_momentum = force * heavy_time
assert np.isclose(heavy_momentum**2 / (2 * mass_long * ELECTRON_MASS), threshold)
gauss_x, gauss_w = np.polynomial.hermite.hermgauss(9)
lag_x, lag_w = np.polynomial.laguerre.laggauss(4)
thermal_mean = sum(
    gw / np.sqrt(np.pi) * lw * mean_time(
        rest._replace(turn=np.sqrt(2) * turn_rms * gx, floor=thermal * lx))
    for gx, gw in zip(gauss_x, gauss_w) for lx, lw in zip(lag_x, lag_w))
pair_mass = tunnel_mass * ELECTRON_MASS
action = 2 / force * quad(
    lambda e: np.sqrt(pair_mass / direct_gap
                      * max(direct_gap**2 - 4 * e * e, 0)) / HBAR,
    -direct_gap / 2, direct_gap / 2)[0]
assert np.isclose(action, np.pi * np.sqrt(pair_mass) * direct_gap**1.5
                  / (2 * HBAR * force), rtol=1e-6)
band_density = 8.0 * 1e21                      # 2 spins, 4 valleys, nm^-3 to cm^-3
for ratio in (mass_long, mass_trans, mass_trans):
    width = np.sqrt(ratio * ELECTRON_MASS * thermal) / HBAR
    band_density *= quad(lambda k: np.exp(-k * k / (2 * width**2)) / (2 * np.pi),
                         -12 * width, 12 * width)[0]
zone_share = force * exact_mean / HBAR / (np.pi / lattice_constant)

print("NEGLECTED EFFECTS (rough sizes)")
print(f"phonon mean free path assumed {phonon_path:.0f} nm")
print(f"phonon collisions to threshold {threshold/force/phonon_path:.1f},"
      f" to mean ionisation energy {exact_energy/force/phonon_path:.1f}")
print(f"fraction ionising with no phonon collision {free_fraction:.2e}")
print(f"Kane band ({kane_alpha:.1f}/eV): mean time {mean_time(kane):.1f} fs")
print(f"momentum at mean time / half-way to next valley {zone_share:.2f}")
print(f"[111] field, heavy valley: time to threshold {heavy_time:.1f} fs")
print(f"thermal start: mean time {thermal_mean:.2f} fs, turn rms {turn_rms:.2f} fs")
print(f"mean time for P/10 {mean_time(rest._replace(P=prefactor/10)):.1f} fs,"
      f" for 10P {mean_time(rest._replace(P=prefactor*10)):.1f} fs")
print(f"direct tunnelling: gap {direct_gap:.1f} eV, mass {tunnel_mass:.2f} m_e,"
      f" exponent {action:.1f}, factor {np.exp(-action):.1e}")
print(f"band-edge filling at {carrier_density:.0e} cm^-3:"
      f" {carrier_density/band_density:.1e}")
print(f"level width hbar*W at mean time {HBAR*hazard(rest, exact_mean)*1e3:.1f} meV")
print(f"field / thick-layer breakdown field {field_MV_cm/thick_breakdown:.1f}")
print("no test failed")
```

Running it gives:

```
INPUTS (rough typical values, germanium regime)
field 0.20 MV/cm; threshold 0.80 eV
rate at twice threshold 1.0e+13 1/s
masses long/trans 1.58 / 0.082 m_e
mass along [100] field 0.1199 m_e
temperature 300 K; carriers sampled 200000
START FROM REST, window 20 fs
energy coefficient c 2.9341e-04 eV/fs^2
time to threshold 52.22 fs
distance to threshold 40.0 nm
P times threshold time 0.5222
S(60 fs) sampled 0.99731 exact 0.99743 std.err 0.00011
S(80 fs) sampled 0.85958 exact 0.85969 std.err 0.00078
S(100 fs) sampled 0.38007 exact 0.38033 std.err 0.00109
S(120 fs) sampled 0.03395 exact 0.03369 std.err 0.00040
S(140 fs) sampled 0.00015 exact 0.00014 std.err 0.00003
median time sampled 95.62 exact 95.67 fs
mean time sampled 95.422 exact 95.421 fs
std. error of sampled mean 0.031 fs
mean energy sampled 2.7276 exact 2.7272 eV
shift of exact mean on halved grid 6.7e-06 fs
sqrt(N)*Kolmogorov distance (limit 2.2):
  rest 0.812, hot 0.908, Kane 0.661
HOT START AGAINST THE FORCE
start energy 2.50 eV, lowest 0.10 eV
no ionisation from 41.6 to 139.3 fs
ionised before turning: sampled 0.4166 exact 0.4162
COST PER CARRIER FROM REST (sampled / predicted)
window 2 fs: trials 1.069/1.070 draws 22.263/22.280
window 5 fs: trials 1.186/1.184 draws 9.761/9.768
window 10 fs: trials 1.405/1.402 draws 5.453/5.444
window 20 fs: trials 1.955/1.959 draws 4.228/4.231
window 40 fs: trials 3.785/3.789 draws 4.680/4.682
window 80 fs: trials 12.889/12.950 draws 13.748/13.810
TRIAL RATE TOO SMALL (constant, equal to P)
mean time sampled 167.03 fs, capped-rate law 167.11 fs
scaled distance: capped law 0.519, true law 249.2
NEGLECTED EFFECTS (rough sizes)
phonon mean free path assumed 10 nm
phonon collisions to threshold 4.0, to mean ionisation energy 13.6
fraction ionising with no phonon collision 1.10e-04
Kane band (0.3/eV): mean time 116.9 fs
momentum at mean time / half-way to next valley 0.52
[111] field, heavy valley: time to threshold 189.6 fs
thermal start: mean time 94.87 fs, turn rms 6.64 fs
mean time for P/10 133.6 fs, for 10P 74.1 fs
direct tunnelling: gap 0.8 eV, mass 0.02 m_e, exponent 28.8, factor 3.1e-13
band-edge filling at 1e+16 cm^-3: 9.7e-04
level width hbar*W at mean time 36.0 meV
field / thick-layer breakdown field 2.0
no test failed
```
